\section*{Why straight energy curves in crystals do not rule out delocalization error, part 1}

(Sections cited here and not found follow in the second part.)

\section{The belief}

\emph{Q.} I added a fraction of an electron to ever larger supercells of an insulator, and the total energy became a straight line. The exact energy is piecewise linear in the electron number, and curvature is how I diagnose delocalization error in molecules. So my functional is free of that error in the bulk. Where is the gap in this argument?

\emph{A.} The exact condition has two parts, and you tested one. In atomic units and with frozen nuclei, a system with $N-\delta$ electrons, $0\le\delta\le1$, is an ensemble. If the integer energies are convex in $N$, which I assume, the lowest ensemble mixes the neighbouring integers:
\begin{equation}
E(N-\delta)=(1-\delta)E(N)+\delta E(N-1)=E(N)+\delta\, I .
\end{equation}
The line is straight, and its slope is the true ionization energy $I$; on the other side it is $-A$, with $A$ the affinity. To measure straightness take the bow
\begin{equation}
D=E(\tfrac12)-\tfrac12\,[E(0)+E(1)],
\end{equation}
where the argument is $\delta$. For $E=E(0)+s\delta+\kappa\delta^2/2$ the constant and linear terms cancel, leaving $D=\kappa/8-\kappa/4=-\kappa/8$. The bow is blind to the slope $s$.

\section{Slope and curvature of an approximate functional}

\emph{Q.} What fixes the slope in my calculation?

\emph{A.} Let the energy depend on the spin density matrix $\gamma=\sum_i f_i|\psi_i\rangle\langle\psi_i|$, with $dE=\mathrm{Tr}(F\,d\gamma)$ and $F\psi_i=\varepsilon_i\psi_i$ at self-consistency. Change one occupation $f$, that of the band-edge orbital $\psi$:
\begin{align}
dE&=df\,\langle\psi|F|\psi\rangle+\sum_i f_i\big(\langle\psi_i|F|d\psi_i\rangle+\langle d\psi_i|F|\psi_i\rangle\big)\nonumber\\
&=\varepsilon\,df+\sum_i f_i\varepsilon_i\,d\langle\psi_i|\psi_i\rangle=\varepsilon\,df .
\end{align}
The sum vanishes because the orbitals stay normalized. This is Janak's theorem. The same normalization argument applied to $\varepsilon=\langle\psi|F|\psi\rangle$ gives
\begin{equation}
\kappa=\frac{d^2E}{df^2}=\Big\langle\psi\Big|\frac{dF}{df}\Big|\psi\Big\rangle .
\end{equation}
For a hole $f=1-\delta$, so $dE/d\delta=-\varepsilon$ while the second derivative keeps its sign. The slope is the functional's own eigenvalue, and the curvature is how fast the potential felt by $\psi$ changes as $\psi$ fills. If $\psi$ is a Bloch state of $M$ equivalent cells, and the density stays cell-periodic (I call this the Bloch branch), each cell receives the charge $1/M$ per unit of $f$. For a kernel of short range the potential then changes by $O(1/M)$, and so $\kappa=O(1/M)$, whatever the quality of the functional.

\section{A ring of hydrogen molecules}

\emph{Q.} The Hartree and exact-exchange kernels are not of short range. Does the argument survive them?

\emph{A.} Take $M$ identical two-electron molecules on a ring, far enough apart that their occupied orbitals $\phi_j$ do not overlap, and a hybrid with exact-exchange fraction $\alpha$. Put a spin-up hole $\delta$ in the Bloch state $\psi=M^{-1/2}\sum_j s_j\phi_j$, $s_j=(-1)^j$, $M$ even. The $M$ Bloch states span the same space as the $\phi_j$, so
\begin{equation}
\gamma_\uparrow=\Big(1-\frac{\delta}{M}\Big)\sum_j|\phi_j\rangle\langle\phi_j|-\frac{\delta}{M}\sum_{i\ne j}s_is_j|\phi_i\rangle\langle\phi_j| .
\end{equation}
Now collect the energy. The second sum adds nothing to the density or the kinetic energy, since $\phi_i$ and $\phi_j$ do not overlap. Everything internal to a molecule, the semilocal part included, is therefore that of a monomer with a hole $x=\delta/M$, whose energy I call $e(x)$; this gives $M\,e(\delta/M)$. Each molecule carries the net charge $\delta/M$, so to monopole order the electrostatic energy between molecules is
\begin{equation}
\frac12\sum_{i\ne j}\frac{(\delta/M)^2}{R_{ij}}=\frac12\,M S_M\frac{\delta^2}{M^2}=\frac{\delta^2S_M}{2M},\qquad S_M=\sum_{j\ne0}\frac1{R_{0j}} .
\end{equation}
The exchange energy is $-\frac{\alpha}{2}\iint|\gamma_\uparrow(\mathbf r,\mathbf r')|^2/|\mathbf r-\mathbf r'|$ plus the spin-down term, which has no inter-molecular part. With $\mathbf r$ on molecule $i$ and $\mathbf r'$ on $j$, $|\gamma_\uparrow|^2=(\delta/M)^2\phi_i^2(\mathbf r)\phi_j^2(\mathbf r')$, whose integral with the Coulomb kernel is $(\delta/M)^2/R_{ij}$. This is the electrostatic sum times $-\alpha$. Hence
\begin{equation}
E_M(\delta)=M\,e(\delta/M)+(1-\alpha)\frac{\delta^2S_M}{2M}.
\label{ring}
\end{equation}
Polarization of the molecules by each other's fields is left out, so there is no dielectric screening. Beyond monopole order, the leading term linear in $\delta$ is of order $R^{-3}$. For molecular axes along $z$ and a neighbour at distance $R$ along $x$, the second-order term of $1/|\mathbf R-\mathbf r|$ is $(2x^2-y^2-z^2)/2R^3$. Axial symmetry makes the averages of $x^2$ and $y^2$ equal, so a neutral molecule produces the potential $-\Theta/2R^3$, with $\Theta=\sum q\,(z^2-x^2)$ over its charges, and an electron level shifts by $+\Theta\sum_j1/2R_{0j}^3$. Being linear in $\delta$, this drops out of $D$. It lowers $I_M$ and $-\varepsilon_M$ alike by $\Theta\sum_j1/2R_{0j}^3$, so it also cancels in $I_M+\varepsilon_M$; it is omitted from Eq.~(\ref{ring}) and from the expansions below.

Expand the monomer as $e(x)=e(0)-\varepsilon_1x+\kappa_1x^2/2+\dots$ and insert $x=\delta/M$:
\begin{equation}
E_M(\delta)=M e(0)-\varepsilon_1\delta+\frac{\kappa_1+(1-\alpha)S_M}{2M}\,\delta^2+O(M^{-2}).
\end{equation}
Reading off the curvature and setting $\delta=1$ for $I_M=E_M(1)-E_M(0)$,
\begin{align}
D_M&\simeq-\frac{\kappa_1+(1-\alpha)S_M}{8M}, \label{bow}\\
I_M&\simeq-\varepsilon_1+\frac{\kappa_1+(1-\alpha)S_M}{2M}. \label{ip}
\end{align}

\emph{Q.} But $S_M$ grows with $M$.

\emph{A.} More slowly than $M$. On a ring with nearest-neighbour distance $d$, $R_{0j}=d\sin(\pi j/M)/\sin(\pi/M)$. For $j\le M/2$ one has $\sin(\pi j/M)\ge2j/M$, and $\sin(\pi/M)\le\pi/M$, so $1/R_{0j}\le\pi/(2dj)$. Counting both directions,
\begin{equation}
S_M\le\frac{\pi}{d}\sum_{j\le M/2}\frac1j\le\frac{\pi}{d}(1+\ln M),
\end{equation}
and $S_M/M\to0$. In three dimensions, spread a charge $q$ evenly over a sphere of radius $R_s$. Adding shells costs $\int_0^{R_s}(qr^3/R_s^3)(3qr^2/R_s^3)\,dr/r=3q^2/5R_s$, and this equals $q^2\langle1/r\rangle/2$, so the pair average that replaces $S_M/M$ is $6/5R_s\propto M^{-1/3}$. For a ball of 3071 simple cubic sites the direct pair sum gives 0.1322 against 0.1331 inverse lattice constants. The sites of a ball are not equivalent, so this shows how the Coulomb term scales for even spreading, not the self-consistent curvature of a cluster.

\emph{Q.} And the exact ring?

\emph{A.} Without overlap the exact cation is one ionized molecule among neutral ones, or any superposition of these degenerate states, so the exact $I$ of the ring is the monomer's, up to the quadrupole term and the polarization of the neutral neighbours by the cation, a term of order $R^{-4}$ that the basis used below excludes. Equation~(\ref{ip}) tends instead to $-\varepsilon_1$.

The numbers are for H$_2$ with bond 0.74~\AA{} perpendicular to the ring, spacing 8.0~\AA, the 6-31G basis and spin-unrestricted PBE ($\alpha=0$), PBE0 ($\alpha=0.25$) and Hartree--Fock (HF, $\alpha=1$, no correlation). The basis has s functions alone, placed along $z$, so a molecule cannot form a dipole in the ring plane, as Eq.~(\ref{ring}) assumes. The PBE band width at $M=8$ is $7\times10^{-7}$~eV. Full configuration interaction (FCI) in this basis gives $I=16.194$~eV (0.59511 hartree) for the monomer and 16.193~eV for the dimer. These are values within a small basis, not converged ones: in cc-pVTZ the monomer has $I=16.414$~eV in FCI, and PBE gives $I_1=16.241$~eV and $-\varepsilon_1=10.378$~eV. The PBE slope error moves from $-5.82$ to $-6.04$~eV and the PBE error at integer charge from $+0.16$ to $-0.17$~eV, so differences of a few tenths of an eV below depend on the basis. The self-consistent rings give, in eV:
\begin{center}
\begin{tabular}{lrrrrr}
 & $D_1$ & $D_8$ & $I_1$ & $I_8$ & $-\varepsilon_1$\\
PBE & $-1.402$ & $-0.320$ & 16.350 & 11.647 & 10.370\\
PBE0 & $-1.016$ & $-0.236$ & 16.387 & 12.983 & 12.040\\
HF & $+0.156$ & $+0.026$ & 15.516 & 16.106 & 16.213
\end{tabular}
\end{center}
The numerical check tests the ring values of $D_M$ and $I_M+\varepsilon_M$ against Eq.~(\ref{ring}) built from separate monomer runs, and also Janak's theorem and the quadrupole shift, which is 0.0031~eV at $M=8$. With $S_8=7.728$~eV and $\kappa_1=12.76$, 9.35 and $-1.68$~eV (finite differences at $x=1/16$, within 0.02~eV of the limit $x\to0$), Eq.~(\ref{bow}) gives
\begin{align*}
\text{PBE: }&-(12.76+7.728)/64=-0.320~\text{eV},\\
\text{PBE0: }&-(9.35+0.75\times7.728)/64=-0.237~\text{eV},\\
\text{HF: }&+1.68/64=+0.026~\text{eV}.
\end{align*}
At $M=1$ the quadratic estimate is poorer, $-12.76/8=-1.60$~eV against $-1.402$~eV, since $x$ then runs up to 1. Extrapolating PBE by formula to $M=1000$, where $S_M=25.320$~eV, gives $D=-(12.76+25.32)/8000=-0.0048$~eV and $I_M=10.370+38.08/2000=10.39$~eV, the omitted quadrupole shift of about 0.003~eV lying beyond this digit. The line is straight to a few meV, and its slope is 5.8~eV below the FCI value, an error of 36\% of that value. For the monomer the same total-energy difference was off by $16.350-16.194=0.156$~eV, or 1\%.

\emph{Q.} So the error moved from the curvature into the slope.

\emph{A.} That is an identity. Add and subtract $I_1$:
\begin{equation}
-\varepsilon_1-I_{\rm FCI}=(I_1-I_{\rm FCI})-(I_1+\varepsilon_1).
\label{split}
\end{equation}
The left side is the slope error of the infinite ring, apart from the small difference between the quadrupole shifts of the approximate and the exact ionization energy. The first bracket is the monomer's error at integer charge. The second equals $\int_0^1[e'(x)-e'(0)]\,dx$, since $\int_0^1e'\,dx=I_1$ and $e'(0)=-\varepsilon_1$, and so measures the monomer's curvature. For PBE, $0.156-5.981=-5.82$~eV: nearly all of the slope error is the convexity you would have seen in the molecule.

\emph{Q.} HF spoils your story. Its slope is 16.213~eV, within 0.019~eV of FCI.

\emph{A.} It corrects the story: linearity leaves the slope unconstrained, and does not force it to be wrong. Equation~(\ref{split}) gives $(15.516-16.194)-(-0.697)=-0.678+0.697=+0.019$~eV. HF is exact within the basis for the one-electron cation, so $-0.678$~eV is the correlation energy of the neutral molecule in this basis, and here it cancels against the concavity of $e(x)$. So close a cancellation belongs to this basis: in cc-pVTZ the correlation energy is $-1.07$~eV and the HF slope error $-0.23$~eV, still small beside that of PBE. The extrapolated bows at $M=1000$ are $-0.0048$, $-0.0035$ and $+0.0002$~eV, while the slope errors are $-5.82$, $-4.15$ and $+0.02$~eV. All three bows go to zero as $M$ grows, and the slope errors stay.

In the flat-band ring of hydrogen molecules the bow vanishes as $M$ grows for PBE, PBE0 and HF alike, while the slope errors stay, large for PBE and PBE0 and small for HF. It remains to treat a chain with dispersion and both band edges, to ask whether the Bloch branch is the ground state, and to see whether $\alpha$ can be tuned in a supercell.
